# Quadratic and Cubic Selectivity Loss from Growing Hemispherical Nuclei

## 1. Definitions and conventions

A substrate has a growth area, where a film is wanted, and a non-growth area, which should stay bare. Let $\theta_G$ and $\theta_N$ measure the deposition on the two areas. The selectivity is

$$S=\frac{\theta_G-\theta_N}{\theta_G+\theta_N}.$$

It is 1 when the non-growth area is clean and 0 when both areas receive the same deposition. The quantity $1-S$ is called the loss of selectivity here.

Two measures of deposition are in use, and they must not be mixed:

- **Coverage**: $\theta$ is the fraction of the surface that is covered, a number between 0 and 1.
- **Amount**: $\theta$ is the deposited volume per unit area, that is, the mean thickness.

The main derivation uses coverage. Section 5 repeats it for the amount.

The symbols are:

- $n$, the number of deposition cycles, treated as continuous until Section 8;
- $G$, the growth per cycle, measured along the surface normal;
- $N_0$, the number of defects per unit area present before the first cycle;
- $J$, the number of new defects per unit area and per cycle.

The model assumes the following.

1. Each defect starts one nucleus, of zero initial size.
2. A nucleus of age $a$ cycles is a hemisphere of radius $r=Ga$, centred in the substrate plane.
3. The footprints of different nuclei do not overlap.
4. The growth area is closed from the start, so its coverage is 1 and its film thickness is $Gn$.
5. The areas are large enough for mean densities to describe them, and for film spreading sideways over their edges to be neglected.

Assumption 2 describes a deposit that grows equally fast along every surface normal. Each cycle moves a hemispherical surface outward by $G$, so it stays a hemisphere about the same centre.

## 2. From selectivity to a ratio

Define $x=\theta_N/\theta_G$. Subtracting $S$ from 1 over a common denominator gives

$$1-S=\frac{(\theta_G+\theta_N)-(\theta_G-\theta_N)}{\theta_G+\theta_N}=\frac{2\theta_N}{\theta_G+\theta_N}.$$

Dividing numerator and denominator by $\theta_G$,

$$1-S=\frac{2x}{1+x}.\tag{1}$$

For $x\ll1$ this becomes $1-S\approx2x$. The approximation is too large by the relative amount $x$, because $2x$ divided by (1) is $1+x$.

The relation can be inverted. In the same way $1+S=2\theta_G/(\theta_G+\theta_N)=2/(1+x)$, and therefore

$$\frac{1-S}{1+S}=x.\tag{2}$$

The power laws below hold for $x$ at any $n$ for which the model's assumptions hold. For $1-S$ they are leading-order laws, valid while $x\ll1$.

## 3. Pre-existing defects: the square law

A hemisphere of radius $r$ covers a disc of area $\pi r^2$. All pre-existing defects start to grow together, so after $n$ cycles every nucleus has age $n$ and radius $Gn$. Since the footprints do not overlap, their areas add:

$$\theta_N=N_0\,\pi(Gn)^2.$$

With $\theta_G=1$ for the closed film,

$$x_{\rm pre}=\pi G^2N_0\,n^2,\qquad 1-S\approx2\pi G^2N_0\,n^2.\tag{3}$$

The number of nuclei is constant, and the square comes entirely from the growth of each footprint.

## 4. Constant generation: the cubic law

Now let there be no defects at the start, and let new ones appear at the constant rate $J$. A nucleus born at cycle $n'$ has age $a=n-n'$ at cycle $n$. The number born between $n'$ and $n'+dn'$ is $J\,dn'$ per unit area, so

$$\theta_N=\int_0^n J\,\pi G^2(n-n')^2\,dn'.$$

Substitute $a=n-n'$. Then $dn'=-da$, and the limits $n'=0$ and $n'=n$ become $a=n$ and $a=0$. The minus sign restores the usual order of the limits:

$$\theta_N=\pi G^2J\int_0^n a^2\,da=\frac{\pi}{3}G^2J\,n^3.$$

With $\theta_G=1$,

$$x_{\rm gen}=\frac{\pi}{3}G^2J\,n^3,\qquad 1-S\approx\frac{2\pi}{3}G^2J\,n^3.\tag{4}$$

The result can be read as a product of two factors. There are $Jn$ nuclei per unit area. Their ages are spread evenly between 0 and $n$, so their mean square age is $n^2/3$. The growing number supplies the extra power of $n$, and the spread of ages supplies the factor $1/3$.

The two cases also differ in their size distributions. In the model, pre-existing defects give nuclei of one radius, $Gn$. Constant generation gives radii spread evenly from 0 to $Gn$.

## 5. Selectivity defined by deposited amount

A hemisphere of age $a$ has volume $\tfrac{2\pi}{3}G^3a^3$. The mean thickness on the non-growth area is therefore

$$\theta_N=\frac{2\pi}{3}G^3N_0n^3$$

for pre-existing defects, and

$$\theta_N=\frac{2\pi}{3}G^3J\int_0^na^3\,da=\frac{\pi}{6}G^3J\,n^4$$

for constant generation. These rise as $n^3$ and $n^4$. The growth area, however, carries a film of thickness $\theta_G=Gn$, which also rises with $n$. Writing $y$ for the ratio of amounts,

$$y_{\rm pre}=\frac{2\pi}{3}G^2N_0\,n^2,\qquad y_{\rm gen}=\frac{\pi}{6}G^2J\,n^3.\tag{5}$$

Equation (1) holds with $y$ in place of $x$. The powers 2 and 3 thus survive the change of measure, but the prefactors do not: $y_{\rm pre}=\tfrac23x_{\rm pre}$ and $y_{\rm gen}=\tfrac12x_{\rm gen}$. A defect density extracted from amount data with the coverage prefactor is too small by these factors, and one extracted from coverage data with the amount prefactor is too large by their inverses.

Both sets of powers were tested on height maps of hemispheres placed in a periodic square of side 400 nm, far enough apart not to overlap, with the values of $G$, $N_0$ and $J$ given in Section 7. The covered fraction and the mean height were measured pixel by pixel at 100 and 200 cycles. The exponents of the coverage ratio were 2.001 and 3.003, and those of the amount ratio 2.000 and 3.001.

## 6. Reading an exponent from data

**Bending at larger loss.** Suppose $x=Cn^p$ with $p=2$ or 3. The slope of $1-S$ on a log-log plot follows from $\ln(1-S)=\ln2+\ln x-\ln(1+x)$. Since $d\ln x/d\ln n=p$ and $dx/d\ln n=px$,

$$\frac{d\ln(1-S)}{d\ln n}=p-\frac{px}{1+x}=\frac{p}{1+x}.\tag{6}$$

The slope falls below $p$ as the loss grows. Plotting $(1-S)/(1+S)$ instead removes this bending, by equation (2). Overlap between nuclei, treated in Section 8, still bends the curve at larger coverage.

**Both mechanisms together.** Without overlap the coverages add:

$$x=\pi G^2\left(N_0n^2+\frac{J}{3}n^3\right).$$

Differentiating and dividing by $x/n$ gives the local exponent

$$\frac{d\ln x}{d\ln n}=\frac{2N_0n^2+Jn^3}{N_0n^2+\tfrac J3n^3}=\frac{2N_0+Jn}{N_0+\tfrac13Jn}.$$

It tends to 2 for $Jn\ll N_0$ and to 3 for $Jn\gg N_0$. The two contributions to the coverage are equal when $N_0=Jn/3$, that is at $n=3N_0/J$, where the exponent is $(2+3)/(1+1)=5/2$. For the amount, equating the two expressions in (5) gives $n=4N_0/J$. The amount crosses over later because it weights old, large nuclei more strongly, and the pre-existing ones are the oldest.

**Radial growth that is not linear.** Let $r$ be proportional to $a^m$. Footprints then scale as $a^{2m}$, so the coverage exponents are $2m$ for pre-existing defects and $2m+1$ for constant generation. In coverage data, pre-existing defects with $m=3/2$ would therefore imitate the cubic law.

The amount helps to separate the cases. Volumes scale as $a^{3m}$. After division by the film thickness, which still rises as $n$, the amount exponents are $3m-1$ and $3m$. In either case the amount exponent minus the coverage exponent equals $m-1$. Within this model, and with one mechanism acting, equal exponents for coverage and amount therefore support linear radial growth. For nuclei that start from zero size and without delay, the value of the exponent then distinguishes the two mechanisms. Both conditions matter. If pre-existing nuclei begin to grow $d$ cycles late, the coverage exponent is $2n/(n-d)$, which equals 3 at $n=3d$. If the film starts equally late, the amount exponent takes the same value, and the comparison does not reveal the delay. A finite starting radius (Section 8) puts the amount exponent below the coverage exponent even for linear growth: 1.83 against 1.89 for pre-existing nuclei with a starting radius of 0.3 nm after 100 cycles at $G=0.05$ nm per cycle.

## 7. Worked example: platinum beside an oxide

Consider platinum deposited on a platinum growth area next to an oxide non-growth area. The parameters are $G=0.05$ nm per cycle, $N_0=10^{10}$ cm$^{-2}$ and $J=3\times10^8$ cm$^{-2}$ per cycle. Since 1 cm$^2$ is $10^{14}$ nm$^2$, the last two are $10^{-4}$ nm$^{-2}$ and $3\times10^{-6}$ nm$^{-2}$ per cycle. The two mechanisms are first treated as separate scenarios with the same $G$.

After 100 cycles the film is 5 nm thick, and the oldest nuclei have a radius of 5 nm. Equation (3) gives

$$x_{\rm pre}=\pi\,(5\ \text{nm})^2\,(10^{-4}\ \text{nm}^{-2})=0.00785.$$

In the other scenario $Jn=3\times10^{-4}$ nm$^{-2}$, and equation (4) gives

$$x_{\rm gen}=\frac{\pi}{3}(5\ \text{nm})^2(3\times10^{-4}\ \text{nm}^{-2})=0.00785.$$

The equality is the result of the choice of $J$: three times as many nuclei with one third of the mean square age cover the same area. From (1), $1-S=0.0157/1.00785=0.0156$ in both cases. The history before this point and the development after it differ:

| Cycles | $1-S$, pre-existing | $1-S$, generated |
|---|---|---|
| 50 | 0.0039 | 0.0020 |
| 100 | 0.0156 | 0.0156 |
| 200 | 0.0609 | 0.1182 |

The coverage at 100 cycles alone could not tell the scenarios apart, whereas at 200 cycles the losses differ by almost a factor of two. From 100 to 200 cycles the losses rise by factors of 3.9 and 7.6, rather than 4 and 8. Without overlap, this is entirely the effect of the denominator in (1). At 100 cycles the local exponents from (6) are 1.98 and 2.98.

Measured by amount, the scenarios already differ at 100 cycles: $1-S$ is 0.0104 for pre-existing and 0.0078 for generated defects. The generated nuclei include many small ones, which contribute less volume for the area they cover.

If both mechanisms act together, their coverages are equal at $3N_0/J=100$ cycles, and their amounts at $4N_0/J=133$ cycles.

**Thickness available at a given selectivity.** Let the requirement be $S\ge0.99$, measured by coverage. Equation (2) allows $x=0.01/1.99=0.005025$. Solving (3) and (4) for $n$,

$$n_{\rm pre}=\sqrt{\frac{x}{\pi G^2N_0}}=80.0,\qquad n_{\rm gen}=\left(\frac{3x}{\pi G^2J}\right)^{1/3}=86.2.$$

The corresponding films are 4.0 nm and 4.3 nm thick. For nuclei that start from zero size, at fixed $G$ and fixed target, a tenfold reduction of $N_0$ extends the first limit by a factor of $\sqrt{10}\approx3.2$, while a tenfold reduction of $J$ extends the second by a factor of $10^{1/3}\approx2.2$.

In terms of the film thickness $h=Gn$, the limits are

$$h_{\rm pre}=\sqrt{\frac{x}{\pi N_0}},\qquad h_{\rm gen}=\left(\frac{3xG}{\pi J}\right)^{1/3}.$$

For pre-existing defects $G$ has cancelled: at fixed $N_0$, changing the growth per cycle does not change the thickness available. For generated defects the ratio $J/G$ matters, which is the number of defects created per unit area while the film gains unit thickness. Both statements require the radial growth of the nuclei to stay in a fixed ratio to the growth of the film. The formulas as written are for a ratio of 1.

## 8. Where the assumptions fail, and by how much

**Overlap.** Real defects need not keep their distance. Suppose they are placed at random, independently of one another. A given surface point is bare if no nucleus centre lies within $r=Gn$ of it. With $N_0A$ defects on a large area $A$, the probability of this is

$$\left(1-\frac{\pi r^2}{A}\right)^{N_0A}\longrightarrow e^{-N_0\pi r^2}=e^{-x}\qquad(A\to\infty).$$

For generated defects, those with ages between $a$ and $a+da$ leave the point bare with probability $\exp(-J\,da\,\pi G^2a^2)$. Multiplying over all ages adds the exponents, and their sum is again $-x$. In both cases

$$\theta_N=1-e^{-x}=x-\frac{x^2}{2}+\dots,\tag{7}$$

where $x$ is the value without overlap. The relative reduction is about $x/2$.

This count includes defects born on ground that is already covered, which may not exist. They do not matter. Let an older nucleus have age $a_1$ and a later one age $a_2<a_1$. If the later one was born on covered ground, its centre lies within $G(a_1-a_2)$ of the older centre. Any point of the later nucleus is within $Ga_2$ of its own centre, hence within $G(a_1-a_2)+Ga_2=Ga_1$ of the older one. It lies inside the older nucleus and changes nothing.

In the example, overlap lowers the coverage at 100 cycles by 0.39 % of its value in both scenarios. At 200 cycles the reductions are 1.6 % and 3.1 %.

Contact between nuclei is more frequent than these figures suggest. Two nuclei of equal radius touch when their centres are closer than $2r$, and a disc of that radius contains $4x$ other centres on average. The fraction of pre-existing nuclei that touch another is thus $1-e^{-4x}$, or 3.1 % at 100 cycles. The non-overlap model is a good approximation for the coverage even though some nuclei do meet.

**Finite starting radius.** If a nucleus starts with radius $r_0$, then $r=r_0+Ga$. Let $u=r_0/(Gn)$. The pre-existing coverage is multiplied by $(1+u)^2$. For generated defects,

$$\int_0^n(r_0+Ga)^2da=\frac{(r_0+Gn)^3-r_0^3}{3G},$$

which is $1+3u+3u^2$ times the value for $r_0=0$. With $r_0=0.3$ nm, roughly the distance between neighbouring atoms in platinum, $u=0.06$ at 100 cycles and the factors are 1.12 and 1.19. The exponents of $x$ fall to 1.89 and 2.83. For the pre-existing case this follows from $2Gn/(r_0+Gn)=10/5.3$. An exponent somewhat below 2 is therefore no evidence against pre-existing defects, and one somewhat below 3 is no evidence against constant generation. The effect is stronger early in the process. For generated defects the exponent of $x$ is $3Gn(r_0+Gn)^2/[(r_0+Gn)^3-r_0^3]$, which is only 1.98 at 10 cycles and could be mistaken for the square law.

**Discrete cycles.** Let $J$ nuclei per unit area appear at the start of each cycle and grow during that cycle. The integral of $a^2$ is then replaced by

$$\sum_{a=1}^na^2=\frac{n(n+1)(2n+1)}{6}=\frac{n^3}{3}\left(1+\frac{3}{2n}+\frac{1}{2n^2}\right).$$

At 100 cycles the generated coverage rises by 1.5 %. The pre-existing case is unchanged, since all its nuclei have grown for $n$ full cycles.

**Delay on the growth area.** If the wanted film starts $d$ cycles late, its thickness is $G(n-d)$, and the amount ratio is multiplied by $n/(n-d)$. For $d=5$ and $n=100$ this is 1.05. The amount exponent falls by $d/(n-d)$, here 0.05, so a long delay can imitate $m<1$ in the comparison of Section 6. The coverage ratio is unaffected once the film has closed.

**Moving and merging nuclei.** Suppose two equal hemispheres merge into one and conserve their volume. The new radius is $2^{1/3}r$, and the ratio of the new footprint to the two old ones is $2^{2/3}/2=2^{-1/3}=0.79$. If all pre-existing nuclei, which have equal radii, merged in pairs at 100 cycles, their coverage would fall by 21 %, while the amount at that moment would stay the same. Earlier merging has a larger effect if the merged nuclei keep growing as hemispheres by $G$ per cycle. After merging at 50 cycles, the radius at 100 cycles is $2^{1/3}\times2.5+2.5=5.65$ nm. With half as many nuclei, the coverage is then 36 % lower than without merging, and the amount 28 % lower.

**Small pads.** A pad of 50 nm by 50 nm holds on average $N_0\times2500\ \text{nm}^2=0.25$ pre-existing defects. For randomly placed defects the chance of none is $e^{-0.25}=0.78$. A pad with one nucleus of radius 5 nm wholly inside it has a coverage of $78.5/2500=3.1$ %, four times the mean. The power laws do not describe the single pad. Even the mean over many such pads lies below them at 100 cycles, by about 8 % for pre-existing and 6 % for generated defects, because nuclei near an edge reach past it and none grow in from outside.

These numbers leave out the sideways growth of the film. If the surrounding film is level with the pad and also grows sideways by $Gn$, it covers a rim 5 nm wide after 100 cycles. That is $1-(40/50)^2=36$ % of the pad, far more than the nuclei cover. On a long stripe of width $W$ the two rims cover a fraction $2Gn/W$, which equals the mean nucleus coverage of 0.00785 at $W\approx1.3$ µm. The defect laws therefore apply to the total coverage only on much wider areas, or where the film is kept from spreading sideways.

**The real case.** A growth of about 0.05 nm per cycle is a rough typical value for platinum. The defect densities are rough assumptions for an oxide on which nucleation is well suppressed. An oxide on which platinum nucleates readily can carry far more nuclei, and the overlap-free value $x$ scales in proportion, while the coverage follows (7). With ten times the density, $x$ at 100 cycles would be 0.079 and the overlap correction about 4 %. With a hundred times the density, $x$ would be 0.79 but the coverage only 0.54, and the power laws would no longer describe it. The assumption most open to doubt for platinum is that of fixed hemispheres growing linearly, because small metal particles on oxides can move, merge and take other shapes. For nuclei of equal radius, pairwise merging lowers the coverage by 21 % if it has only just happened, and by more if the merged nuclei have kept growing, as found above. For generated nuclei, with radii spread evenly from 0 to $Gn$ and merged in random pairs, the immediate drop is about 13 %. If nuclei grow radially 10 % faster than the film, the coverage rises by a factor of $1.1^2=1.21$ and the amount by a factor of $1.1^3=1.33$. In this example such effects outweigh overlap, so a defect density inferred from the loss alone is an estimate to some tens of per cent at best. The numerical output below lists the parameters and the main results of the example.

## Numbers as computed

```
radial growth G = 0.050 nm/cycle
pre-existing defect density N0 = 1.00e+10 cm^-2
generation rate J = 3.00e+08 cm^-2 per cycle
n = 50 cycles: oldest radius = film = 2.50 nm
  pre-existing: x = 0.001963, 1-S = 0.003919
  generated:    x = 0.000982, 1-S = 0.001962
n = 100 cycles: oldest radius = film = 5.00 nm
  pre-existing: x = 0.007854, 1-S = 0.015586
  generated:    x = 0.007854, 1-S = 0.015586
n = 200 cycles: oldest radius = film = 10.00 nm
  pre-existing: x = 0.031416, 1-S = 0.060918
  generated:    x = 0.062832, 1-S = 0.118235
amount-based 1-S at 100 cycles, pre-existing = 0.010417
amount-based 1-S at 100 cycles, generated = 0.007823
exponents of x from height maps, 100 to 200 cycles:
  cover: pre-existing 2.001, generated 3.003
  amount: pre-existing 2.000, generated 3.001
local exponent of 1-S at 100 cycles: pre-existing 1.9844, generated 2.9766
both present: equal coverage at 100.0 cycles, exponent of x there 2.500
both present: equal amount at 133.3 cycles
target S = 0.99, allowed x = 0.005025
  pre-existing: 79.99 cycles, film 3.999 nm
  generated:    86.17 cycles, film 4.308 nm
neglected effects:
  overlap lowers coverage at 100 cycles: pre-existing 0.39 %, generated 0.39 %
  overlap lowers coverage at 200 cycles: pre-existing 1.55 %, generated 3.08 %
  pre-existing nuclei touching another at 100 cycles = 3.09 %
  starting radius 0.3 nm, 100 cycles:
    coverage factor: pre-existing 1.1236, generated 1.1908
    exponent of x: pre-existing 1.887, generated 2.831
  discrete cycles, generated coverage factor = 1.01505
  growth-area delay of 5 cycles, amount ratio factor = 1.0526
  all nuclei merged in pairs at 100 cycles, coverage factor = 0.7937
  pad 50 nm x 50 nm: mean pre-existing defects = 0.250, chance of none = 0.7788
```
